\section*{The Margenau Electron Distribution for a Constant Mean Free Path, part 1}

(Sections cited here and not found follow in the second part.)

\section{Assumptions, lemmas and proof}

A rate coefficient in a plasma model is an integral of a cross section over the electron energy distribution. For a discharge driven at a high frequency, the modeller must decide whether a distribution calculated for a constant field of the same rms strength may be used, whether a Maxwellian will serve, or whether neither is good enough. For elastic collisions with a constant mean free path, the logarithm of the distribution contains one term quadratic in the energy and one linear in it. The constant-field form keeps only the first and a Maxwellian only the second. Relative to the value at zero energy, either form is accurate only where the term it drops is small compared with one. In the example worked out below, using the constant-field form at 10 eV overestimates the distribution, relative to its value at zero energy, by a factor of four, and by a factor of 2.3 when both forms are normalized to the same electron density.

\subsection{The statement}

Electrons have mass $m$ and charge $-e$, with $e>0$. They move among atoms of mass $M$ and number density $N$. The field lies along the $z$ axis and is
\begin{equation}
E(t)=\sqrt2\,E_{\rm rms}\cos\omega t .
\label{field}
\end{equation}
Its mean square over a cycle is $2E_{\rm rms}^2\cdot\tfrac12=E_{\rm rms}^2$, as the name requires. The speed is $v$, the energy is $\varepsilon=mv^2/2$, and $\theta$ is the angle between the velocity and the $z$ axis. The assumptions are these.

(A1) The plasma and the field are uniform and there is no magnetic field. The atoms are at rest before each collision. Electrons collide with atoms elastically, and no other collisions, sources or losses occur.

(A2) The momentum-transfer cross section
\begin{equation}
\sigma_m=\int(1-\cos\chi)\,\frac{d\sigma}{d\Omega}\,d\Omega
\label{sigmam}
\end{equation}
does not depend on energy; $\chi$ is the scattering angle. The mean free path $\lambda=1/(N\sigma_m)$ is then constant, and the momentum-transfer collision rate is $\nu=v/\lambda$.

(A3) The mass ratio $m/M$ is small, and the velocity distribution is nearly isotropic, so that
\begin{equation}
f(\mathbf v,t)=f_0(v,t)+f_1(v,t)\cos\theta
\label{twoterm}
\end{equation}
is sufficient.

(A4) Either $\omega\gg(2m/M)\nu$ at the energies of interest, so that the isotropic part hardly changes during a cycle, or the field is constant. In the second case $\omega=0$ and $E_{\rm rms}$ stands for the constant field.

\textbf{Theorem.} Under (A1)--(A4), to leading order in $m/M$, the steady isotropic part of the distribution is
\begin{equation}
f_0(\varepsilon)=A\exp\left[-\frac{3m}{M}\,
\frac{\varepsilon^2+m\omega^2\lambda^2\varepsilon}
{(eE_{\rm rms}\lambda)^2}\right],
\label{theorem}
\end{equation}
where $A$ is fixed by the electron density.

The function $f_0$ is a density in velocity space. The number of electrons per unit volume with speeds between $v$ and $v+dv$ is $4\pi v^2f_0\,dv$. Since $d\varepsilon=mv\,dv$ and $v=\sqrt{2\varepsilon/m}$,
\begin{equation}
4\pi v^2f_0\,dv=4\pi v f_0\,\frac{d\varepsilon}{m}
=\frac{4\pi\sqrt2}{m^{3/2}}\,\sqrt{\varepsilon}\,f_0\,d\varepsilon .
\label{density}
\end{equation}
The number of electrons per unit energy is therefore proportional to $\sqrt\varepsilon f_0$. The exponent in \eqref{theorem} belongs to $f_0$, and the factor $\sqrt\varepsilon$ must be supplied when averages over energy are taken.

\subsection{The action of the field}

The force on an electron is $-eE$, so the Boltzmann equation reads
\begin{equation}
\frac{\partial f}{\partial t}-\frac{eE}{m}\frac{\partial f}{\partial v_z}=C[f],
\label{boltzmann}
\end{equation}
where $C[f]$ is the rate of change due to collisions.

\textbf{Lemma 1.} Let $C_0$ be the angular average of $C[f]$, and let $C_1$ be the coefficient of $\cos\theta$ in it. Then
\begin{align}
\frac{\partial f_0}{\partial t}&=\frac{eE}{3mv^2}
\frac{\partial}{\partial v}\left(v^2f_1\right)+C_0,
\label{f0eq}\\
\frac{\partial f_1}{\partial t}&=\frac{eE}{m}\frac{\partial f_0}{\partial v}+C_1.
\label{f1eq}
\end{align}

\emph{Proof.} From $v^2=v_x^2+v_y^2+v_z^2$ follows $\partial v/\partial v_z=v_z/v=\cos\theta$. Therefore
\begin{equation}
\frac{\partial\cos\theta}{\partial v_z}
=\frac{\partial}{\partial v_z}\frac{v_z}{v}
=\frac1v-\frac{v_z}{v^2}\cos\theta
=\frac{1-\cos^2\theta}{v}.
\end{equation}
Differentiating \eqref{twoterm} with these two results gives
\begin{equation}
\frac{\partial f}{\partial v_z}
=\cos\theta\,\frac{\partial f_0}{\partial v}
+\cos^2\theta\,\frac{\partial f_1}{\partial v}
+(1-\cos^2\theta)\frac{f_1}{v}.
\label{dfdvz}
\end{equation}
Over all directions the average of $\cos\theta$ is zero and that of $\cos^2\theta$ is $\tfrac12\int_{-1}^{1}\mu^2d\mu=\tfrac13$. The average of \eqref{dfdvz} is thus
\begin{equation}
\frac13\frac{\partial f_1}{\partial v}+\frac23\frac{f_1}{v}
=\frac{1}{3v^2}\frac{\partial}{\partial v}\left(v^2f_1\right).
\end{equation}
Averaging \eqref{boltzmann} and moving the field term to the right gives \eqref{f0eq}.

To extract the coefficient of $\cos\theta$, multiply by $3\cos\theta$ and average. The first term of \eqref{dfdvz} gives $3\cdot\tfrac13\,\partial f_0/\partial v$. The other two terms become odd in $\cos\theta$ and vanish. This gives \eqref{f1eq}. What is left of \eqref{dfdvz} has the angular form $\cos^2\theta-\tfrac13$. It would feed a third term in \eqref{twoterm}, which (A3) discards.

\subsection{Collisions}

The two parts of $f$ respond to collisions at very different rates. A single collision can turn the velocity through a large angle, but it changes the energy by a fraction of order $m/M$.

\textbf{Lemma 2.} To leading order in $m/M$, $C_1=-\nu f_1$.

\emph{Proof.} At this order an atom deflects the electron without changing its speed. Collisions carry electrons out of the direction of $\mathbf v$ and bring others in from directions $\mathbf v'$ of the same speed:
\begin{equation}
C[f]=Nv\int\frac{d\sigma}{d\Omega}(\chi)
\left[f(\mathbf v')-f(\mathbf v)\right]d\Omega .
\end{equation}
The isotropic part cancels in the bracket. If $\phi$ is the azimuth of $\mathbf v'$ about $\mathbf v$, then
\begin{equation}
\cos\theta'=\cos\theta\cos\chi+\sin\theta\sin\chi\cos\phi .
\end{equation}
The last term averages to zero over $\phi$, because the cross section does not depend on $\phi$. Hence
\begin{equation}
C[f]=-Nvf_1\cos\theta\int(1-\cos\chi)\frac{d\sigma}{d\Omega}d\Omega
=-Nv\sigma_mf_1\cos\theta ,
\end{equation}
and $Nv\sigma_m=v/\lambda=\nu$.

Since the isotropic part cancels at this order, $C_0$ must be found from the small change of speed.

\textbf{Lemma 3.} An electron scattered through the centre-of-mass angle $\chi$ by an atom at rest loses the fraction
\begin{equation}
\frac{v^2-v'^2}{v^2}=\frac{2mM}{(m+M)^2}(1-\cos\chi)
\label{loss}
\end{equation}
of its energy.

\emph{Proof.} The centre of mass moves with velocity $m\mathbf v/(m+M)$. The relative velocity is $\mathbf v$ before the collision. Afterwards it is $v\mathbf n$, where $\mathbf n$ is a unit vector at angle $\chi$ to $\mathbf v$, because an elastic collision preserves the relative speed. The electron carries the fraction $M/(m+M)$ of the relative velocity, so
\begin{equation}
\mathbf v'=\frac{m\mathbf v+Mv\mathbf n}{m+M},\qquad
v'^2=v^2\,\frac{m^2+M^2+2mM\cos\chi}{(m+M)^2}.
\end{equation}
Subtracting $v'^2$ from $v^2$ and using $(m+M)^2-m^2-M^2=2mM$ gives \eqref{loss}.

For small $m/M$ the lost fraction is $(2m/M)(1-\cos\chi)$. The weight $1-\cos\chi$ is the one that defines $\sigma_m$, so the mean rate of energy loss is $(2m/M)\nu\varepsilon$ even when the scattering is anisotropic. The centre-of-mass and laboratory angles differ by a quantity of order $m/M$, which affects this rate at the next order.

\textbf{Lemma 4.} To leading order in $m/M$,
\begin{equation}
C_0=\frac1{v^2}\frac{\partial}{\partial v}
\left(\frac mM\,\nu v^3f_0\right).
\label{C0}
\end{equation}

\emph{Proof.} Let $\psi(v)$ be any smooth function of speed that vanishes at large $v$. Collisions change its total at the rate
\begin{equation}
\int\psi\,C[f]\,d^3v=\int f\,Nv\int\frac{d\sigma}{d\Omega}
\left[\psi(v')-\psi(v)\right]d\Omega\,d^3v .
\end{equation}
For a small change of speed, $v'^2-v^2\simeq2v(v'-v)$. With \eqref{loss} this gives $v'-v\simeq-(m/M)(1-\cos\chi)v$. Terms in $(v'-v)^2$ are of order $(m/M)^2$ and are dropped, so
\begin{equation}
\psi(v')-\psi(v)\simeq-\frac mM(1-\cos\chi)\,v\,\frac{d\psi}{dv}.
\end{equation}
The integral over scattering angles turns $Nv(1-\cos\chi)$ into $\nu$. The part $f_1\cos\theta$ disappears in the integral over directions. What remains is
\begin{equation}
\int_0^\infty\psi\,C_0\,4\pi v^2dv
=-\int_0^\infty\frac mM\,\nu v f_0\,\frac{d\psi}{dv}\,4\pi v^2dv .
\end{equation}
Integrate the right side by parts. The boundary term contains $\nu v^3f_0\psi$, which vanishes at $v=0$ and at infinity. The result is
\begin{equation}
\int_0^\infty\psi\,C_0v^2dv
=\int_0^\infty\psi\,\frac{\partial}{\partial v}
\left(\frac mM\nu v^3f_0\right)dv .
\end{equation}
Because $\psi$ is arbitrary, the factors multiplying it are equal, which is \eqref{C0}.

\subsection{Heating by an oscillating field}

\textbf{Lemma 5.} If $f_0$ is constant during a cycle, then after the initial transient the cycle average of $Ef_1$ is
\begin{equation}
\left\langle Ef_1\right\rangle=\frac{eE_{\rm rms}^2}{m}\,
\frac{\nu}{\nu^2+\omega^2}\,\frac{df_0}{dv}.
\label{average}
\end{equation}

\emph{Proof.} Put $f_1=(\sqrt2\,eE_{\rm rms}/m)(df_0/dv)\,y(t)$ into \eqref{f1eq} with $C_1=-\nu f_1$. The common factor cancels and leaves
\begin{equation}
\frac{dy}{dt}+\nu y=\cos\omega t .
\end{equation}
The solution of the homogeneous equation decays as $e^{-\nu t}$. For the remainder try $y=a\cos\omega t+b\sin\omega t$. Equating the coefficients of the cosine and of the sine gives
\begin{equation}
\nu a+\omega b=1,\qquad \nu b-\omega a=0 .
\end{equation}
The second equation gives $b=a\omega/\nu$, and the first then gives
\begin{equation}
a=\frac{\nu}{\nu^2+\omega^2},\qquad b=\frac{\omega}{\nu^2+\omega^2}.
\label{ab}
\end{equation}
The average of $\cos^2\omega t$ is $\tfrac12$ and that of $\cos\omega t\sin\omega t$ is zero, so $\langle y\cos\omega t\rangle=a/2$. The two factors $\sqrt2$, one from $E$ and one from $f_1$, cancel this $\tfrac12$, and \eqref{average} follows. For a constant field, \eqref{f1eq} gives $f_1=(eE/m\nu)\,df_0/dv$, which agrees with \eqref{average} at $\omega=0$.

The part of $f_1$ in phase with the field absorbs energy. The part in quadrature takes up energy and returns it within the cycle. Collisions are needed for net heating: at fixed $\omega>0$ and fixed $df_0/dv$, \eqref{average} vanishes as $\nu\to0$.

\subsection{Proof of the theorem}

Average \eqref{f0eq} over a cycle, and insert \eqref{average} and \eqref{C0}:
\begin{equation}
\frac{\partial f_0}{\partial t}=\frac1{v^2}\frac{\partial}{\partial v}
\left\{v^2\left[D\,\frac{\partial f_0}{\partial v}
+\frac mM\nu vf_0\right]\right\},\qquad
D=\frac{e^2E_{\rm rms}^2}{3m^2}\frac{\nu}{\nu^2+\omega^2}.
\label{fokker}
\end{equation}
The field spreads the electrons in speed with diffusion coefficient $D$, and recoil of the atoms slows them down. In a steady state the expression in braces does not depend on $v$. For $f_0$ regular at the origin it vanishes at $v=0$, since $v^2D\to0$ there, even for $\omega=0$, where $D$ is proportional to $1/v$. It is therefore zero at every speed:
\begin{equation}
D\,\frac{df_0}{dv}+\frac mM\nu vf_0=0 .
\label{zeroflux}
\end{equation}
Divide by $Df_0$. The rate $\nu$ in the friction cancels the one in the numerator of $D$:
\begin{equation}
\frac{d\ln f_0}{dv}=-\frac{3m^3v}{M}\,
\frac{\nu^2+\omega^2}{(eE_{\rm rms})^2}.
\label{slopev}
\end{equation}
Since $d\varepsilon=mv\,dv$, division by $mv$ gives the slope in energy,
\begin{equation}
\frac{d\ln f_0}{d\varepsilon}=-\frac{3m^2}{M}\,
\frac{\nu^2+\omega^2}{(eE_{\rm rms})^2}.
\label{slopenu}
\end{equation}
Up to here $\nu$ may be any function of speed for which the flow vanishes at $v=0$. Now (A2) gives $\nu^2=v^2/\lambda^2=2\varepsilon/(m\lambda^2)$, and
\begin{equation}
\frac{d\ln f_0}{d\varepsilon}=-\frac{3m}{M}\,
\frac{2\varepsilon+m\omega^2\lambda^2}{(eE_{\rm rms}\lambda)^2}.
\label{slope}
\end{equation}
Integration from zero to $\varepsilon$ turns $2\varepsilon$ into $\varepsilon^2$ and the constant $m\omega^2\lambda^2$ into $m\omega^2\lambda^2\varepsilon$. This is \eqref{theorem}, with $A=f_0(0)$.

\section{Limits, validity and a microwave example}

The first half treated electrons of mass $m$, speed $v$ and energy $\varepsilon$, which collide elastically with atoms of mass $M$ at rest. The mean free path $\lambda$ is constant, the collision rate is $\nu=v/\lambda$, and the field has rms strength $E_{\rm rms}$ and angular frequency $\omega$. With the abbreviations
\begin{equation}
W=eE_{\rm rms}\lambda\sqrt{\frac{M}{3m}},\qquad
\varepsilon_\omega=m\omega^2\lambda^2,
\label{abbrev}
\end{equation}
the isotropic part of the distribution and its slope are
\begin{equation}
f_0=A\exp\left[-\frac{\varepsilon^2+\varepsilon_\omega\varepsilon}{W^2}\right],
\qquad
\frac{d\ln f_0}{d\varepsilon}=-\frac{2\varepsilon+\varepsilon_\omega}{W^2}.
\label{short}
\end{equation}
The number of electrons per unit energy is proportional to $\sqrt\varepsilon f_0$. The result came from \eqref{fokker}, in which diffusion with coefficient $D$ balances friction. The numerical output calls $\varepsilon_\omega$ and $W^2$ by the names b and s2.

This part has derived the steady isotropic distribution for elastic collisions with a constant mean free path, whose logarithm contains one term quadratic and one linear in the energy. What remains is to examine its limits and validity, test it by a Monte Carlo calculation, and apply it to a microwave example.
